# Conductivity of a cubic metal from its mean free path

A metal with cubic point symmetry carries a current in a weak, uniform, static electric field $\mathbf E$. There is no magnetic field and no temperature gradient. The conduction band has energy $\varepsilon(\mathbf k)$, the same for both spins, and the electron charge is $-e$ with $e>0$. The velocity is $\mathbf v=\hbar^{-1}\nabla_{\mathbf k}\varepsilon$.

Collisions are described by a relaxation time $\tau(\mathbf k)$: a deviation of the occupation $f(\mathbf k)$ from the Fermi function $f_0(\varepsilon)$ decays at the rate $(f-f_0)/\tau$. This is an assumption about the scattering. It is taken to respect the crystal symmetry, so $\tau$ may vary over the Fermi surface but takes equal values at symmetry-related points. The mean free path is defined as $\Lambda(\mathbf k)=\tau(\mathbf k)|\mathbf v(\mathbf k)|$.

The problem is to express the conductivity through $\Lambda$ on the Fermi surface and to test the expression on free electrons and on a lattice band.

## (a) The occupation in a weak field

**Find the stationary occupation to first order in $\mathbf E$, and check that it leaves the electron density unchanged.**

**Solution.** The field moves each state according to $\hbar\,d\mathbf k/dt=-e\mathbf E$. In a stationary state the change of $f$ by this drift balances the change by collisions:

$$-\frac{e}{\hbar}\,\mathbf E\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.$$

Write $f=f_0+g$, with $g$ of first order in the field. The left side already contains $\mathbf E$, so there $f$ may be replaced by $f_0$. The chain rule gives $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$. Therefore

$$g=e\tau\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}
=-e\tau\,\mathbf E\cdot\mathbf v\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

The last bracket is positive. States moving against the field gain electrons, as they should for a negative charge.

Collisions must not create electrons, which requires $\int g/\tau\,d^3k=0$. From the formula for $g$,

$$\int\frac{g}{\tau}\,d^3k=\frac{e}{\hbar}\,\mathbf E\cdot\int\nabla_{\mathbf k}f_0\,d^3k=0,$$

because $f_0$ is periodic over the Brillouin zone. For free electrons the integral vanishes because $f_0\to0$ at large $k$.

The density itself changes by an amount proportional to $\mathbf E\cdot\mathbf A$, where $\mathbf A=\int\tau\mathbf v(-\partial f_0/\partial\varepsilon)\,d^3k$. A twofold rotation about the $z$ axis leaves $\tau$ and $\varepsilon$ unchanged but reverses $v_x$ and $v_y$, so $A_x=A_y=0$. A twofold rotation about $x$ reverses $v_z$, so $A_z=0$. The density, and with it the chemical potential in $f_0$, is unchanged to first order.

The field is taken to zero at fixed temperature here. The low-temperature limit follows afterwards.

## (b) From all of $\mathbf k$-space to the Fermi surface

**Find the conductivity tensor, reduce it to an integral over the Fermi surface at low temperature, and find the leading thermal correction.**

**Solution.** With two spins, the number of states per unit volume in $d^3k$ is $2\,d^3k/(2\pi)^3=d^3k/(4\pi^3)$. The current density is

$$\mathbf j=-e\int\frac{d^3k}{4\pi^3}\,\mathbf v\,f.$$

The part $f_0$ gives nothing. If $G$ is a function with $dG/d\varepsilon=f_0$, then $\mathbf v f_0=\hbar^{-1}\nabla_{\mathbf k}G(\varepsilon(\mathbf k))$, the gradient of a periodic function. (For free electrons, $\mathbf v f_0$ is odd in $\mathbf k$.) Inserting $g$, the two factors $-e$ multiply to $e^2$. With $j_i=\sum_j\sigma_{ij}E_j$,

$$\sigma_{ij}=\frac{e^2}{4\pi^3}\int d^3k\;\tau\,v_iv_j\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

Now slice $\mathbf k$-space into surfaces of constant energy. The distance between the surfaces $\varepsilon$ and $\varepsilon+d\varepsilon$ is $dk_\perp=d\varepsilon/|\nabla_{\mathbf k}\varepsilon|=d\varepsilon/(\hbar|\mathbf v|)$. With $dS$ the area element in $\mathbf k$-space, $d^3k=dS\,d\varepsilon/(\hbar|\mathbf v|)$, and

$$\sigma_{ij}=\int d\varepsilon\left(-\frac{\partial f_0}{\partial\varepsilon}\right)s_{ij}(\varepsilon),\qquad
s_{ij}(\varepsilon)=\frac{e^2}{4\pi^3\hbar}\int_{S(\varepsilon)}\frac{\tau\,v_iv_j}{|\mathbf v|}\,dS.$$

The weight $-\partial f_0/\partial\varepsilon$ has unit area and a width of order $k_BT$ about the chemical potential $\mu$. As $T\to0$ it selects the Fermi surface, so $\sigma_{ij}\to s_{ij}(\varepsilon_F)$.

For the correction, expand $s_{ij}$ about $\mu$. The weight is even in $\varepsilon-\mu$, so the linear term drops out. With $x=(\varepsilon-\mu)/k_BT$, the second moment of the weight is $(k_BT)^2$ times

$$\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}\,dx
=2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty x^2e^{-nx}\,dx
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.$$

Here the fraction was expanded in powers of $e^{-x}$, and $\int_0^\infty x^2e^{-nx}dx=2/n^3$. The Taylor factor $1/2$ then gives

$$\sigma_{ij}(T)\simeq s_{ij}(\mu)+\frac{\pi^2}{6}(k_BT)^2\,s_{ij}''(\mu),$$

at fixed $\mu$ and fixed $\tau(\mathbf k)$. If instead the electron density is held fixed, $\mu$ moves at the same order. Let $N(\varepsilon)$ be the number of states per volume below $\varepsilon$ and $D=N'$ the density of states. Integration by parts gives $n=\int N(\varepsilon)(-\partial f_0/\partial\varepsilon)\,d\varepsilon$, and the same expansion gives $n\simeq N(\mu)+\frac{\pi^2}{6}(k_BT)^2D'(\mu)$. Setting this equal to $N(\varepsilon_F)$ yields $\mu-\varepsilon_F\simeq-\frac{\pi^2}{6}(k_BT)^2D'/D$, so $s_{ij}(\mu)$ contributes the further term $s_{ij}'(\varepsilon_F)(\mu-\varepsilon_F)$. A temperature dependence of the scattering itself enters separately, through $\tau$. The expansion needs $s_{ij}$ to be smooth over a few $k_BT$; it loses accuracy as a band edge approaches $\mu$. For free electrons with constant $\tau$, where $s\propto\varepsilon^{3/2}$, the two-term formula is about 1% too low when $\mu$ lies $3k_BT$ above the band bottom, 7% too high at $k_BT$ and about 40% too high at $0.5\,k_BT$; the error changes sign a little below $1.5\,k_BT$.

## (c) The use of cubic symmetry

**Reduce the tensor to one number and express it through $\Lambda$. What does the resulting expression give if the crystal is not cubic?**

**Solution.** Let $R$ be a rotation of the point group. Then $\varepsilon(R\mathbf k)=\varepsilon(\mathbf k)$, $\tau(R\mathbf k)=\tau(\mathbf k)$ and $\mathbf v(R\mathbf k)=R\,\mathbf v(\mathbf k)$. Replacing $\mathbf k$ by $R\mathbf k$ in the integral changes neither its value nor the measure, so $\sigma=R\sigma R^{T}$.

- For the twofold rotation about $z$, $R=\mathrm{diag}(-1,-1,1)$. The condition reads $\sigma_{xz}=-\sigma_{xz}$ and $\sigma_{yz}=-\sigma_{yz}$, so both vanish.
- The twofold rotation about $x$ gives $\sigma_{xy}=-\sigma_{xy}=0$.
- The threefold rotation about $[111]$ permutes $x,y,z$ cyclically, so $\sigma_{xx}=\sigma_{yy}=\sigma_{zz}$.

Hence $\sigma_{ij}=\sigma\delta_{ij}$, and $\sigma$ is one third of the trace:

$$\sigma=\frac13\sum_i\sigma_{ii}
=\frac13\,\frac{e^2}{4\pi^3\hbar}\int_{FS}\frac{\tau\,(v_x^2+v_y^2+v_z^2)}{|\mathbf v|}\,dS.$$

The sum of squares is $|\mathbf v|^2$. One power of the speed cancels, leaving $\tau|\mathbf v|=\Lambda$:

$$\boxed{\;\sigma=\frac{e^2}{12\pi^3\hbar}\int_{FS}\Lambda(\mathbf k)\,dS\;}$$

The factor $e^2/\hbar$ is a conductance, $dS$ has the unit $\mathrm{m^{-2}}$ and $\Lambda$ the unit m, so $\sigma$ comes out in S/m. If $S_F$ is the Fermi-surface area and $\bar\Lambda$ the area average of $\Lambda$, the integral is $S_F\bar\Lambda$. Cubic symmetry makes the conductivity isotropic, but it does not make $\Lambda$ the same everywhere on the surface.

If the Fermi surface has several sheets, their integrals add. A hole sheet also contributes positively, since the integrand is quadratic in $\mathbf v$ before the cancellation.

In a crystal of lower symmetry the algebra of the trace still holds, but the trace no longer fixes each element. The boxed expression then gives the mean of $\sigma_{xx}$, $\sigma_{yy}$ and $\sigma_{zz}$.

## (d) Free electrons

**Evaluate the result for $\varepsilon=\hbar^2k^2/2m$ and density $n$. Compare it with the current found by following all the electrons. Take $n=5\times10^{28}\ \mathrm{m^{-3}}$ and $\tau=20$ fs.**

**Solution.** The Fermi surface is a sphere of radius $k_F$. Its area is $4\pi k_F^2$, and on it $\Lambda=\hbar k_F\tau/m$ is constant, with $\tau$ taken at the Fermi energy. Thus

$$\sigma=\frac{e^2}{12\pi^3\hbar}\,4\pi k_F^2\,\Lambda=\frac{e^2k_F^2\Lambda}{3\pi^2\hbar}
=\frac{e^2\tau}{m}\,\frac{k_F^3}{3\pi^2}.$$

The density is the volume of the sphere times the density of states in $\mathbf k$-space:

$$n=\frac{1}{4\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

The last fraction in $\sigma$ is therefore $n$, and

$$\sigma=\frac{ne^2\tau}{m}.$$

For the second view let $\tau$ be constant and put $\mathbf d=e\mathbf E\tau/\hbar$. The full stationary equation of part (a) becomes $f-\mathbf d\cdot\nabla_{\mathbf k}f=f_0$. Its solution is

$$f(\mathbf k)=\int_0^\infty ds\,e^{-s}f_0(\mathbf k+s\mathbf d).$$

To verify this, note that $\mathbf d\cdot\nabla_{\mathbf k}f_0(\mathbf k+s\mathbf d)$ is the derivative of $f_0(\mathbf k+s\mathbf d)$ with respect to $s$. Integration by parts then gives $\mathbf d\cdot\nabla_{\mathbf k}f=-f_0+f$.

At $T=0$ this is a weighted set of Fermi spheres, each displaced by $-s\mathbf d$, where $s$ is the time since the last collision in units of $\tau$. A displaced sphere has the mean velocity $-\hbar s\mathbf d/m$. The mean of $s$ is $\int_0^\infty s\,e^{-s}ds=1$, so

$$\mathbf j=(-e)\,n\left(-\frac{\hbar\mathbf d}{m}\right)=\frac{ne^2\tau}{m}\,\mathbf E.$$

One view counts a large velocity for the few states near the surface, the other a small drift velocity for all electrons. They give the same current.

For the given values, $k_F=(3\pi^2n)^{1/3}=11.397\ \mathrm{nm^{-1}}$. The area is $1632.3\ \mathrm{nm^{-2}}$ and the Fermi velocity is $1.3194\times10^6$ m/s, so $\Lambda=26.388$ nm. The prefactor is $e^2/(12\pi^3\hbar)=6.542\times10^{-7}$ S. Hence

$$\sigma=(6.542\times10^{-7}\,\mathrm S)(1.6323\times10^{21}\,\mathrm{m^{-2}})(2.6388\times10^{-8}\,\mathrm m)=2.818\times10^{7}\ \mathrm{S/m},$$

or a resistivity of $3.55\ \mu\Omega\,$cm. Direct evaluation of $ne^2\tau/m$ and numerical integration over the displaced spheres give the same value.

## (e) Why the density appears, and when the mass does not factor out

**For constant $\tau$ and a closed electron surface in a cubic lattice, turn the surface integral into one over occupied states. Apply it to a nearly empty band $\varepsilon=-2t(\cos k_xa+\cos k_ya+\cos k_za)$, where $a$ is the lattice constant.**

**Solution.** The velocity is normal to the Fermi surface and, for an electron surface, points outward. So $|\mathbf v|\,dS=\mathbf v\cdot d\mathbf S$, and the divergence theorem gives

$$\int_{FS}|\mathbf v|\,dS=\int_{occ}\nabla_{\mathbf k}\cdot\mathbf v\,d^3k
=\hbar\int_{occ}\sum_i\frac{1}{m_{ii}}\,d^3k,\qquad
\frac1{m_{ii}}=\frac1{\hbar^2}\frac{\partial^2\varepsilon}{\partial k_i^2}.$$

By cubic symmetry the three terms have equal integrals. The factor 3 turns $1/12$ into $1/4$:

$$\sigma=\frac{e^2\tau}{4\pi^3}\int_{occ}\frac{d^3k}{m_{xx}}=ne^2\tau\left\langle\frac1{m_{xx}}\right\rangle_{occ},$$

since $n=\int_{occ}d^3k/(4\pi^3)$. For free electrons the inverse mass is constant and part (d) returns.

For the given band, $1/m_{xx}=\cos(k_xa)/m^*$, where $m^*=\hbar^2/(2ta^2)$ is the mass at the band bottom. Therefore

$$\frac{\sigma}{ne^2\tau/m^*}=\langle\cos k_xa\rangle_{occ}.$$

Let the Fermi energy lie $\delta\,t$ above the bottom, with $\delta\ll1$. There $\varepsilon+6t\simeq ta^2k^2$, so the occupied region is nearly a sphere with $k_F^2a^2=\delta$. In a sphere $\langle k^2\rangle=\tfrac35k_F^2$ and $\langle k_x^2\rangle=\tfrac15k_F^2$. Expanding the cosine,

$$\langle\cos k_xa\rangle\simeq1-\tfrac12a^2\langle k_x^2\rangle=1-\frac{\delta}{10}.$$

The surface integral, computed numerically, gives ratios of 0.99900 for $\delta=0.01$ and 0.98999 for $\delta=0.1$. At $\delta=2$, outside the range of the expansion, it gives 0.793. The free-electron expression with the band-bottom mass is then too large, because the inverse mass falls away from the bottom.

## (f) A band with an anisotropic mean free path

**Take the band of part (e) with $a=0.40$ nm, $t=0.50$ eV and $\varepsilon_F=-4t$. Let**

$$\frac1\tau=\frac1{\tau_0}\,[1+\beta(1-C)],\qquad \tau_0=20\ \mathrm{fs},\quad \beta=1,$$

**where $C$ is the mean of the products $\cos k_xa\cos k_ya$, $\cos k_ya\cos k_za$ and $\cos k_za\cos k_xa$. Find $\Lambda$ along $[100]$ and $[111]$, and find $\sigma$.**

**Solution.** On the zone face $k_x=\pi/a$ the energy is at least $-2t$, which is above $\varepsilon_F$. The same holds on the other faces, so the Fermi surface is closed.

Along $[100]$, $-2t(\cos ka+2)=-4t$ gives $\cos ka=0$. Then $C=\tfrac13$ and $\tau=\tau_0/(1+\tfrac23)=12.0$ fs. The speed is $2ta/\hbar=6.077\times10^5$ m/s, so $\Lambda=7.29$ nm.

Along $[111]$, each cosine is $\tfrac23$. Then $C=\tfrac49$ and $\tau=\tau_0/(1+\tfrac59)=12.86$ fs. Each velocity component is $(2ta/\hbar)\sqrt{1-4/9}$, so the speed is $\sqrt{5/3}$ times the previous one, $7.846\times10^5$ m/s. This gives $\Lambda=10.09$ nm. Of the ratio 1.38 between the two paths, a factor 1.29 comes from the speed and 1.07 from the relaxation time.

Numerical integration over the whole surface gives the area $176.92\ \mathrm{nm^{-2}}$ and the area average $\bar\Lambda=9.016$ nm. Hence

$$\sigma=(6.542\times10^{-7}\,\mathrm S)(1.7692\times10^{20}\,\mathrm{m^{-2}})(9.016\times10^{-9}\,\mathrm m)=1.044\times10^{6}\ \mathrm{S/m},$$

or $95.8\ \mu\Omega\,$cm. This is 27 times less conductive than the metal of part (d): the area is smaller by a factor 9.2 and the mean path by a factor 2.9. The radius of the surface is $3.93\ \mathrm{nm^{-1}}$ along $[100]$ and $3.64\ \mathrm{nm^{-1}}$ along $[111]$, a ratio of 1.08, against 1.38 for $\Lambda$. The area is only 0.3% above that of a sphere holding the same density, because the sphere minimises the area at fixed volume and the excess is of second order in the distortion.

An independent check solves the stationary Boltzmann equation on a $\mathbf k$-grid, with a field of $10^5$ V/m and $k_BT=0.10\,t$. It gives $1.0432\times10^6$ S/m, in agreement with the thermally averaged surface formula. Both calculations hold $\mu$ fixed at $-4t$, not the density. At $k_BT=0.05\,t$ and this fixed $\mu$, the thermal shift relative to the $T=0$ value is $-9.22\times10^{-5}$; the correction of part (b) predicts $-9.29\times10^{-5}$. The difference of $7\times10^{-7}$ is the next term of the expansion, $\frac{7\pi^4}{360}(k_BT)^4s''''(\mu)/s(\mu)$, where $s$ is the diagonal element of $s_{ij}$ and $s''''/s\approx0.06/t^4$.

Reducing the hopping along $z$ to $0.7t$, with $\mu=-4t$ and the same $\tau(\mathbf k)$, makes the band tetragonal. At $k_BT=0.10\,t$ the Boltzmann solution then gives $\sigma_{xx}=8.28\times10^5$ and $\sigma_{zz}=5.11\times10^5$ S/m. The surface formula gives $7.22\times10^5$ S/m, which is $(2\sigma_{xx}+\sigma_{zz})/3$ and describes neither direction, as part (c) requires.

## Computed values

```
FREE ELECTRONS
density n = 5.000e+28 m^-3
relaxation time tau = 20.0 fs
Fermi wavevector = 11.3972 nm^-1
Fermi velocity = 1.3194e+06 m/s
mean free path = 26.388 nm
Fermi-surface area = 1632.31 nm^-2
prefactor e^2/(12 pi^3 hbar) = 6.54205e-07 S
sigma, surface formula = 2.81794e+07 S/m
sigma, n e^2 tau/m = 2.81794e+07 S/m
sigma, displaced spheres = 2.81794e+07 S/m
resistivity = 3.549 microohm cm
CUBIC BAND, ANISOTROPIC TAU
lattice constant a = 0.40 nm
hopping t = 0.50 eV
Fermi energy = -4.0 t
tau0 = 20.0 fs, beta = 1.0
electron density = 1.7750e+27 m^-3
electrons per cell = 0.1136
[100] wavevector = 3.9270 nm^-1
[100] speed = 6.0771e+05 m/s
[100] tau = 12.000 fs
[100] mean free path = 7.292 nm
[111] wavevector = 3.6419 nm^-1
[111] speed = 7.8455e+05 m/s
[111] tau = 12.857 fs
[111] mean free path = 10.087 nm
Fermi-surface area = 176.92 nm^-2
area / equal-density sphere area = 1.00343
area-averaged mean free path = 9.0162 nm
sigma, surface formula, T=0 = 1.04354e+06 S/m
resistivity = 95.827 microohm cm
BOLTZMANN TEST
field = 1.0e+05 V/m, kT = 0.10 t
sigma, Boltzmann solution = 1.04317e+06 S/m
sigma, thermal surface formula = 1.04316e+06 S/m
relative thermal shift at kT=0.05 t: -9.279e-05
predicted relative thermal shift: -9.273e-05
TETRAGONAL BAND, z hopping 0.7 t, same kT as Boltzmann test
sigma_xx, Boltzmann = 8.27656e+05 S/m
sigma_zz, Boltzmann = 5.10611e+05 S/m
surface formula = 7.21973e+05 S/m
CONSTANT TAU, CUBIC BAND
band-bottom mass / electron mass = 0.4762
sigma, surface formula = 1.66591e+06 S/m
sigma, inverse-mass integral = 1.66591e+06 S/m
sigma/(n e^2 tau/m_bottom) at -4 t = 0.79310
same ratio, E_F 0.10 t above bottom = 0.989986
same ratio, E_F 0.01 t above bottom = 0.999000
```
